# The core-valence density block in frozen-core coupled-cluster gradients, part 2

In frozen-core CCSD the core orbitals $I, J$ stay doubly occupied and only the valence orbitals $i, j$ are correlated. The energy is invariant to rotations within the core, valence and virtual spaces, but not to core-valence rotations. Its gradient with respect to a perturbation $x$ therefore needs a core-valence density block, expected in the form

$$D_{iI} = D_{Ii} = c\,\frac{X_{iI}}{\varepsilon_i - \varepsilon_I}, \tag{1}$$

with $c$ still to be found. Indices $k, l$ run over all occupied orbitals, $a, b$ over virtuals, $p, q, r, s, t$ over all; "act" means valence or virtual. The orbitals $\varphi_p$ are real and canonical, with Fock matrix $f_{pq} = \varepsilon_p\delta_{pq}$. Integrals are in joules. With symmetrized unrelaxed densities $\gamma$, $\Gamma$ and nuclear repulsion $V_{nn}$,

$$E = \sum_{pq}\gamma_{pq}h_{pq} + \tfrac12\sum_{pqrs}\Gamma_{pqrs}(pq|rs) + V_{nn}. \tag{6}$$

For $\delta\varphi_q = \sum_p\varphi_pU_{pq}$ at fixed densities,

$$\delta E = 2\sum_{pq}U_{pq}F_{pq}, \qquad F_{pq} = \sum_r h_{pr}\gamma_{rq} + \sum_{rst}(pr|st)\,\Gamma_{qrst}. \tag{8}$$

For rotations, $U = \kappa$ is antisymmetric and

$$X_{pq} \equiv \frac{\partial E}{\partial\kappa_{pq}} = 2\,(F_{pq} - F_{qp}). \tag{9}$$

The Fock matrix changes by

$$\delta f_{pq} = \sum_r\left(U_{rp}f_{rq} + f_{pr}U_{rq}\right) + \sum_{rk}A_{pq,rk}U_{rk}, \qquad A_{pq,rs} = 4(pq|rs) - (pr|qs) - (ps|qr), \tag{10}$$

which for rotations becomes

$$\delta f_{pq} = (\varepsilon_p - \varepsilon_q)\,\kappa_{pq} + \sum_{ak}A_{pq,ak}\,\kappa_{ak}. \tag{11}$$

With $P$ diagonal, $1$ for occupied and $0$ for virtual orbitals,

$$\mathcal S[d]_{pqrs} = 2d_{pq}P_{rs} + 2P_{pq}d_{rs} - d_{ps}P_{rq} - P_{ps}d_{rq}, \tag{13}$$

and $\tfrac12\sum\mathcal S[d]_{pqrs}(pq|rs) = \sum_{pq}d_{pq}(f_{pq} - h_{pq})$. With $\gamma^c = \gamma - 2P$ and $\Gamma^c = \Gamma - \mathcal S[\gamma^c] - \mathcal S[P]$,

$$X_{iI} = -2\sum_{rst}^{\rm act}(Ir|st)\,\Gamma^c_{irst}. \tag{16}$$

A rotation $\kappa_{iI} = \theta$ gives

$$\varepsilon'_i = \cos^2\theta\,\varepsilon_i + \sin^2\theta\,\varepsilon_I = \varepsilon_i - (\varepsilon_i - \varepsilon_I)\sin^2\theta. \tag{17}$$

The orbital conditions

$$f_{iI} = 0, \qquad f_{ak} = 0 \tag{18}$$

are added with multipliers $z$:

$$L = E + \sum_{iI}z_{iI}f_{iI} + \sum_{ak}z_{ak}f_{ak}. \tag{19}$$

Stationarity in $\kappa$ gives

$$z_{iI} = -\frac{X_{iI}}{\varepsilon_i - \varepsilon_I} = \frac{2}{\varepsilon_i - \varepsilon_I}\sum_{rst}^{\rm act}(Ir|st)\,\Gamma^c_{irst}, \tag{20}$$

$$\sum_{bl}M_{ak,bl}\,z_{bl} = -X_{ak} - \sum_{iI}z_{iI}A_{iI,ak}, \qquad M_{ak,bl} = (\varepsilon_a - \varepsilon_k)\delta_{ab}\delta_{kl} + A_{ak,bl}. \tag{21}$$

### The relaxed densities and the gradient

Since $f$ is symmetric, the multiplier terms in (19) equal $\sum_{pq}d_{pq}f_{pq}$ over all ordered pairs, with $d_{iI} = d_{Ii} = z_{iI}/2$, $d_{ak} = d_{ka} = z_{ak}/2$ and all other elements zero. The contraction rule below (13) turns this into $\sum d_{pq}h_{pq} + \tfrac12\sum\mathcal S[d]_{pqrs}(pq|rs)$, so $L$ has the form (6) with

$$D = \gamma + d, \qquad \tilde\Gamma = \Gamma + \mathcal S[d] \tag{22}$$

($\mathcal S[d]$ symmetrized like $\Gamma$). The unrelaxed density has $\gamma_{iI} = 0$, so the core-valence block of $D$ is due to the multiplier alone:

$$D_{iI} = D_{Ii} = -\frac{X_{iI}}{2(\varepsilon_i - \varepsilon_I)} = -\frac{F_{iI} - F_{Ii}}{\varepsilon_i - \varepsilon_I}. \tag{23}$$

This is (1) with $c = -\tfrac12$. The sign belongs to the convention $\delta\varphi_q = \sum_p\varphi_p\kappa_{pq}$ and reverses with the opposite one; the form in terms of $F$ shows which index order is meant. The factor $\tfrac12$ comes from storing both $D_{iI}$ and $D_{Ii}$, and placing the full $z_{iI}$ in both positions doubles the contribution of this block, while the contribution that enters through (21) stays as it was.

Let $\tilde F$ be the matrix (8) built from $D$ and $\tilde\Gamma$, so that $\delta L = 2\sum U_{pq}\tilde F_{pq}$. Contracting (10) with the symmetric $d$ gives $2\sum_{pq}U_{pq}\varepsilon_pd_{pq} + \sum_{pk}U_{pk}\sum_{rs}d_{rs}A_{rs,pk}$, and comparison identifies

$$\tilde F_{pq} = F_{pq} + \varepsilon_pd_{pq} + \tfrac12P_{qq}\sum_{rs}d_{rs}A_{rs,pq}. \tag{24}$$

Stationarity of $L$ in all angles is the statement $\tilde F = \tilde F^{T}$. In the core-valence block the last term of (24) is symmetric, and $\tilde F_{iI} - \tilde F_{Ii} = \tfrac12X_{iI} + (\varepsilon_i - \varepsilon_I)d_{iI}$, which (23) makes zero.

When the basis functions move with $x$, orbitals with fixed coefficients have derivative integrals $h^x_{pq}$, $(pq|rs)^x$ and an overlap derivative $S^x_{pq}$ (the skeleton derivatives). The true orbitals change in addition by $U^x$, and orthonormality requires $S^x + U^x + (U^x)^T = 0$, so

$$U^x = -\tfrac12S^x + \kappa^x \tag{25}$$

with $\kappa^x$ antisymmetric. The contraction of $\kappa^x$ with the symmetric $\tilde F$ vanishes, and $2\sum(-\tfrac12S^x_{pq})\tilde F_{pq}$ remains:

$$\frac{dE}{dx} = \sum_{pq}D_{pq}h^x_{pq} + \tfrac12\sum_{pqrs}\tilde\Gamma_{pqrs}(pq|rs)^x - \sum_{pq}\tilde F_{pq}S^x_{pq} + V^x_{nn}. \tag{26}$$

The multiplier $z_{iI}$ thus acts in four places: in $D_{iI}$, in $D_{ak}$ through (21), in $\tilde\Gamma$, and in the energy-weighted density $\tilde F$.

### What is lost when the block is left out

The chain rule applied to $E$ itself gives $dE/dx = E^{(x)} + \sum X_{ak}\kappa^x_{ak} + \sum X_{iI}\kappa^x_{iI}$, where a superscript $(x)$ denotes the derivative at $\kappa = 0$, including the term $-\tfrac12S^x$ of (25). Differentiating the conditions (18) with (11) gives

$$f^{(x)}_{ak} + \sum_{bl}M_{ak,bl}\kappa^x_{bl} = 0, \qquad f^{(x)}_{iI} + (\varepsilon_i - \varepsilon_I)\kappa^x_{iI} + \sum_{ak}A_{iI,ak}\kappa^x_{ak} = 0. \tag{27}$$

Setting $z_{iI} = 0$ everywhere means solving $Mz^0 = -X$ in place of (21) and evaluating $E^{(x)} + \sum z^0_{ak}f^{(x)}_{ak}$. By the first equation of (27) and the symmetry of $M$, $\sum z^0f^{(x)} = -\sum z^0M\kappa^x = \sum X_{ak}\kappa^x_{ak}$. The first two terms of the chain rule are reproduced, and the missing piece is, with (20) and the second equation of (27),

$$\Delta = \sum_{iI}X_{iI}\kappa^x_{iI} = \sum_{iI}z_{iI}f^{(x)}_{iI} + \sum_{iI}z_{iI}\sum_{ak}A_{iI,ak}\kappa^x_{ak}. \tag{28}$$

The first sum on the right is the direct part. The second is what the extra term in (21) supplies, and will be called the coupling part. For a perturbation $h \to h + \eta q$ with a fixed basis, $f^{(\eta)}_{pq} = q_{pq}$, equation (26) reduces to $dE/d\eta = \sum D_{pq}q_{pq}$, and

$$\frac{d\kappa_{iI}}{d\eta} = -\frac{q_{iI} + \sum_{ak}A_{iI,ak}\,d\kappa_{ak}/d\eta}{\varepsilon_i - \varepsilon_I}. \tag{29}$$

For a very deep core at bounded $X_{iI}$, $z_{iI}$ falls as the inverse gap and so does the correction to a property of this kind. For nuclear gradients the conclusion does not follow. In (24), $\varepsilon_Id_{Ii} = -\varepsilon_IX_{iI}/[2(\varepsilon_i - \varepsilon_I)]$ tends to $+X_{iI}/2$ when $|\varepsilon_I| \gg |\varepsilon_i|$. If a deep core orbital rides on its nucleus with unchanged coefficients, then $U^x_{iI} \approx 0$, (25) gives $\kappa^x_{iI} \approx \tfrac12S^x_{iI}$, and (28) is estimated by $\tfrac12\sum X_{iI}S^x_{iI}$, which contains no gap. The estimate is rough, since the neglected $U^x_{iI}$ can matter when the terms of the sum partly cancel. It shows that the loss carries no explicit inverse gap, although $X_{iI}$ and $S^x_{iI}$ can themselves be small for a very compact core.

### Conditions of validity

Equation (23) needs orbitals that are canonical within the core and within the valence space. For other choices, such as localized valence orbitals, (10) with $f_{iI} = 0$ gives $\delta f_{iI} = \sum_jf_{ij}\kappa_{jI} - \sum_J\kappa_{iJ}f_{JI}$ for occupied rotations, and stationarity becomes the Sylvester equation

$$\sum_jf_{ij}z_{jI} - \sum_Jz_{iJ}f_{JI} = -X_{iI}, \tag{30}$$

which reduces to (20) for diagonal blocks and has a unique solution exactly when the two blocks share no eigenvalue. Near-degeneracy inside the core or inside the valence space is harmless, since no such difference appears. A small gap between a frozen and a correlated orbital of the same symmetry is not: by (20) and (27), $z_{iI}$ and $\kappa^x_{iI}$ each carry the gap in the denominator and become large unless their numerators shrink with it. A large $\kappa^x_{iI}$ means that the frozen orbital changes character rapidly with $x$, and the frozen-core energy can then vary rapidly as well. If two such orbitals of different symmetry cross, freezing by energy order makes the energy jump, which no multiplier repairs. If the core is defined by a rule other than $f_{iI} = 0$, for example by projection on atomic orbitals, that rule replaces the first condition in (18) and the denominator is no longer an orbital-energy difference. Equation (21) requires $M$ to be invertible, which fails at a real singlet instability threshold of the reference. The argument applies unchanged to frozen virtual orbitals, with the condition that $f$ has no element between kept and discarded virtuals.

### Worked example: acetylene

The chosen inputs are linear C₂H₂ with $R_{CC} = 1.203\times10^{-10}$ m and $R_{CH} = 1.063\times10^{-10}$ m (roughly typical values), the STO-3G basis with 12 orbitals, and CCSD with the two carbon 1s combinations $1\sigma_g$, $1\sigma_u$ frozen and five valence orbitals correlated. The origin is the molecular centre and $z$ the molecular axis. The signs of $X$, $z$ and $q_{iI}$ depend on orbital phases, fixed here by a positive coefficient on the 1s function of the first carbon. The amplitude and multiplier equations were solved iteratively, and all numerical derivatives used four-point central differences. The energies are $E_{\rm HF} = -3.306993\times10^{-16}$ J and $E_c = -7.36613\times10^{-19}$ J with frozen core, against $-7.39412\times10^{-19}$ J with all electrons correlated.

The CCSD equations were solved again in orbitals rotated by $0.05$ rad. Core-core, valence-valence and virtual-virtual rotations changed the frozen-core correlation energy by at most $2.8\times10^{-30}$ J, which is numerical noise, and the rotation of the pair $(3\sigma_g, 1\sigma_g)$ changed the all-electron value by $1.4\times10^{-30}$ J. The same rotation changed the frozen-core value by $+3.80744\times10^{-21}$ J. For this pair (9) gives $X = 2.2454557\times10^{-20}$ J/rad and differentiation of re-solved energies gives $2.2454556\times10^{-20}$ J/rad; (16) was evaluated separately and agreed with (9). The linear term is $2.2455\times10^{-20}\times0.05 = 1.123\times10^{-21}$ J, less than a third of the change. The rest is of higher order in the angle, and (17) shows one source: the valence level drops by about $4.53\times10^{-17}\times0.05^2 = 1.13\times10^{-19}$ J, which enlarges the denominators and weakens the correlation.

Only three of the ten core-valence pairs have matching symmetry, and only these gave a nonzero $X$.

| pair | $X$ ($10^{-20}$ J/rad) | gap ($10^{-17}$ J) | $D_{iI}$ ($10^{-4}$) |
|---|---|---|---|
| $2\sigma_g,1\sigma_g$ | $-1.474402$ | $4.380261$ | $1.683007$ |
| $2\sigma_u,1\sigma_u$ | $-1.624274$ | $4.486384$ | $1.810227$ |
| $3\sigma_g,1\sigma_g$ | $2.245456$ | $4.530713$ | $-2.478038$ |

For the last row the gap is $-2.650288\times10^{-18} + 4.795742\times10^{-17} = 4.530713\times10^{-17}$ J, then $z = -2.245456\times10^{-20}/4.530713\times10^{-17} = -4.956076\times10^{-4}$, and $D_{iI}$ is half of that. The other multipliers are $3.366013\times10^{-4}$ and $3.620453\times10^{-4}$. The largest element of $|\tilde F - \tilde F^T|$ is $3.8\times10^{-31}$ J with the full construction, $2.074\times10^{-22}$ J if the last term of (21) is left out when solving for $z_{ak}$, and $1.123\times10^{-20}$ J with no block at all, which is $X/2$ for the largest pair as (9) requires.

As a property, take $q = (3z^2 - r^2)/2$ for each electron, with $\eta$ in J/m², so that $-e\,dE/d\eta$ is the electronic part of the quadrupole moment $\Theta_{zz}$. Finite-field Hartree-Fock and CCSD calculations with step $1.5569$ J/m² give $dE/d\eta = 9.103716304\times10^{-20}$ m², and $\sum D_{pq}q_{pq}$ gives $9.103716305\times10^{-20}$ m², or $\Theta^{\rm el}_{zz} = -1.4585762\times10^{-38}$ C m². The unrelaxed density gives $9.102419839\times10^{-20}$ m². With $q_{iI} = 2.101549,\ -2.235777,\ 4.332617$ in units of $10^{-22}$ m², the direct part of (28) is

$$\sum z_{iI}q_{iI} = (0.70738 - 0.80945 - 2.14728)\times10^{-25} = -2.24935\times10^{-25}\ \text{m}^2,$$

and the coupling part is $+2.511247\times10^{-25}$ m². They nearly cancel, leaving $\Delta = 2.619\times10^{-26}$ m². The left side of (28) was obtained independently by differentiating the overlap of the perturbed core orbitals with the unperturbed valence orbitals, which gave $d\kappa_{iI}/d\eta = -1.587306\times10^{-5}$, $-1.766555\times10^{-6}$ and $-1.053400\times10^{-5}$ rad m²/J, in agreement with (29), and

$$\sum X_{iI}\frac{d\kappa_{iI}}{d\eta} = (2.34033 + 0.28694 - 2.36536)\times10^{-25} = 2.619\times10^{-26}\ \text{m}^2.$$

The cancellation has a consequence. Omitting the block entirely gives $9.103713686\times10^{-20}$ m², too low by $2.6\times10^{-26}$ m². Inserting (23) into $D$ but omitting the coupling in (21) gives $9.103691193\times10^{-20}$ m², too low by $2.5\times10^{-25}$ m², so for this property in this basis the half-made correction is about ten times worse than none. The many digits serve to test the formulas and are not converged values: $dE/d\eta$ is $8.71\times10^{-20}$ m² in 6-31G and $8.60\times10^{-20}$ m² in cc-pVDZ. In cc-pVDZ the direct and coupling parts are $-1.42\times10^{-25}$ and $+1.15\times10^{-25}$ m² and the ratio is about four, while in 6-31G the coupling part is below $10^{-27}$ m² against a direct part of $-1.19\times10^{-25}$ m², so there the half-made correction removes almost all of the error. The ratio of ten comes from the near cancellation in the STO-3G example; for the nuclear gradient below, the half-made correction has the smaller error. The coupling term in (29) is no small addition either: for $(2\sigma_u, 1\sigma_u)$ the direct term alone is $+2.235777\times10^{-22}/4.486384\times10^{-17} = +4.98\times10^{-6}$ rad m²/J, opposite in sign to the true response.

For the derivative with respect to $R_{CC}$ at fixed $R_{CH}$, the skeleton integrals were differentiated numerically at fixed coefficients with step $1.0584\times10^{-13}$ m. The four terms of (26) are

$$(15.7078299 - 9.2062926 - 0.2202526 - 6.2989484)\times10^{-7}\ \text{N} = -1.76637\times10^{-9}\ \text{N}.$$

To more figures, (26) gives $-1.7663726\times10^{-9}$ N, and differentiation of total energies at displaced geometries gives the same eight digits. The negative sign means that in this small basis the energy falls as the bond lengthens. Without the coupling term the result is $-1.7655095\times10^{-9}$ N, in error by $+8.6\times10^{-13}$ N. Without the block it is $-1.7688243\times10^{-9}$ N, in error by $-2.4517\times10^{-12}$ N, several hundred times the tolerance of $4.1\times10^{-15}$ N that the full expression met. Relative to the gradient at this geometry the omission amounts to $2.4517\times10^{-12}/1.7664\times10^{-9} = 1.4\times10^{-3}$. These figures depend strongly on the basis: in 6-31G the gradient is $-4.12\times10^{-9}$ N and the error without the block $+5.9\times10^{-12}$ N, and in cc-pVDZ they are $-3.48\times10^{-9}$ N and $+2.9\times10^{-11}$ N, a fraction $8\times10^{-3}$. Nothing in (28) ties this error to the value of the true gradient, so a geometry optimized without the block is in general not a stationary point of the frozen-core energy.

## Computed values

```
E_h = 4.3597447e-18 J, a0 = 5.2917721e-11 m, e = 1.6021766e-19 C
R_CC = 1.2030e-10 m, R_CH = 1.0630e-10 m, STO-3G, 12 MOs, 2 core, 5 valence
eps(1sg) = -4.795742e-17 J
eps(1su) = -4.794467e-17 J
eps(2sg) = -4.154808e-18 J
eps(2su) = -3.080834e-18 J
eps(3sg) = -2.650288e-18 J
eps(1pi_u) = -1.519619e-18 J
eps(1pi_u) = -1.519619e-18 J
E_HF = -3.306993039e-16 J
E_c frozen core = -7.3661318e-19 J
E_c all electron = -7.3941179e-19 J
rotation angle = 0.05 rad, core-valence pair = (3sg,1sg)
dE_c core-core, frozen core = 7.2e-31 J
dE_c val-val, frozen core = 2.8e-30 J
dE_c virt-virt, frozen core = -1.2e-30 J
dE_c core-val, all electron = 1.4e-30 J
dE_c core-val, frozen core = 3.80744e-21 J
X largest pair: formula 2.2454557e-20, finite diff 2.2454556e-20 J/rad
max|F-F^T|: full 3.8e-31, no coupling 2.074e-22, no block 1.123e-20 J
(2sg,1sg): X = -1.474402e-20 J/rad, gap = 4.380261e-17 J
   z = 3.366013e-04, D_iI = 1.683007e-04, q_iI = 2.101549e-22 m^2
   dkappa/deta = -1.587306e-05 rad m^2/J
(2su,1su): X = -1.624274e-20 J/rad, gap = 4.486384e-17 J
   z = 3.620453e-04, D_iI = 1.810227e-04, q_iI = -2.235777e-22 m^2
   dkappa/deta = -1.766555e-06 rad m^2/J
(3sg,1sg): X = 2.245456e-20 J/rad, gap = 4.530713e-17 J
   z = -4.956076e-04, D_iI = -2.478038e-04, q_iI = 4.332617e-22 m^2
   dkappa/deta = -1.053400e-05 rad m^2/J
field step eta = 1.5569e+00 J/m^2
dE/deta finite field    = 9.103716304e-20 m^2
dE/deta full density    = 9.103716305e-20 m^2
dE/deta no Z coupling   = 9.103691193e-20 m^2
dE/deta no core-val     = 9.103713686e-20 m^2
dE/deta unrelaxed gamma = 9.102419839e-20 m^2
direct part sum z q = -2.249346e-25 m^2
coupling part = 2.511247e-25 m^2
loss full-none = 2.619007e-26, sum X dkappa = 2.619007e-26 m^2
electronic Theta_zz = -1.4585762e-38 C m^2
gradient term D h^x = 1.57078299e-06 N
gradient term Gamma g^x/2 = -9.20629260e-07 N
gradient term -F S^x = -2.20252631e-08 N
gradient term V_nn^x = -6.29894839e-07 N
geometry step = 1.0584e-13 m
dE/dR_CC finite diff   = -1.7663726e-09 N
dE/dR_CC full          = -1.7663726e-09 N
dE/dR_CC no Z coupling = -1.7655095e-09 N
dE/dR_CC no core-val   = -1.7688243e-09 N
error without block = -2.4517e-12 N, tolerance = 4.1e-15 N
```
